\section*{How Fast Unbranched Monte Carlo Weights Lose Their Effective Sample Size}

\section*{Question}

In a projection Monte Carlo calculation each walker carries a weight that records its local energy along its path. Suppose that walkers are never copied or deleted, so that the weights simply accumulate. How quickly does a population of $N$ walkers lose its statistical value, and how does the loss scale with projection time, with the quality of the trial function, with the size of the system and with $N$?

\section*{Answer}

\subsection*{What the weight is, and what is lost}

Take a positive, normalized trial function $\psi_T$ and a Hamiltonian $H=-(\hbar^2/2m)\partial_x^2+V(x)$; further coordinates add terms of the same form. Projection in imaginary time $t$ means solving
\begin{equation}
\hbar\,\partial_t\phi=-(H-E_T)\phi ,\qquad \phi(x,0)=\psi_T(x),
\end{equation}
where $E_T$ is a fixed energy offset. Walkers represent the product $f=\psi_T\phi$. With primes for $x$-derivatives,
\begin{align}
f''&=\psi_T\phi''+2\psi_T'\phi'+\psi_T''\phi,\\
\left(\frac{2\psi_T'}{\psi_T}f\right)'&=(2\psi_T'\phi)'=2\psi_T'\phi'+2\psi_T''\phi .
\end{align}
Subtracting gives $\psi_T\phi''=f''-(2\psi_T'f/\psi_T)'+\psi_T''\phi$. Multiply the projection equation by $\psi_T/\hbar$ and insert this:
\begin{equation}
\partial_t f=\frac{\hbar}{2m}f''-(vf)'-\frac{E_L-E_T}{\hbar}f,
\quad v=\frac{\hbar}{m}\frac{\psi_T'}{\psi_T},\quad E_L=\frac{H\psi_T}{\psi_T}.
\label{eq:f}
\end{equation}
The first two terms describe diffusion with drift velocity $v$. They leave $\psi_T^2$ unchanged, because $(\hbar/2m)(\psi_T^2)'=v\psi_T^2$. The last term multiplies each walker by
\begin{equation}
w=\exp\left[-\frac1\hbar\int_0^t(E_L-E_T)\,dt'\right].
\end{equation}
The walkers thus start in $\psi_T^2$ and stay there; all the projection is in the weights.

Now estimate a mean by $\sum_i w_iA_i/\sum_i w_i$. If the $A_i$ are independent of each other and of the weights, with variance $s_A^2$, the variance of the estimate at given weights is $s_A^2\sum_i w_i^2/(\sum_i w_i)^2$. Equating this to $s_A^2/N_{\rm eff}$ defines the effective sample size (ESS),
\begin{equation}
N_{\rm eff}=\frac{(\sum_i w_i)^2}{\sum_i w_i^2},\qquad
\frac{N_{\rm eff}}{N}\to\frac{\langle w\rangle^2}{\langle w^2\rangle}\quad(N\to\infty).
\label{eq:ess}
\end{equation}
The limit, which needs finite moments, will be called the population value. The energy itself is correlated with the weights, so for it the ESS is a guide and not an error bar. The offset $E_T$ multiplies numerator and denominator by the same factor $e^{2E_Tt/\hbar}$ and cancels: no choice of $E_T$ slows the loss.

\subsection*{The logarithm of the weight diffuses}

Let $\delta E=E_L-\langle E_L\rangle$, with correlation function $C(s)=\langle\delta E(0)\,\delta E(s)\rangle$ and variance $\sigma^2=C(0)$. Then
\begin{equation}
\mathrm{Var}\ln w=\frac1{\hbar^2}\int_0^t\!\!\int_0^t C(|t'-t''|)\,dt'dt''
=\frac2{\hbar^2}\int_0^t(t-s)\,C(s)\,ds .
\label{eq:var}
\end{equation}
The second form collects pairs of times with separation $s$: they occupy a length $t-s$, and either time may come first.

At short times $C\approx\sigma^2$, and the variance is $\sigma^2t^2/\hbar^2$: each walker keeps its initial local energy. At long times, if the correlations decay fast enough for $\int_0^\infty sC\,ds$ to be finite,
\begin{equation}
\mathrm{Var}\ln w\simeq\frac{2\sigma^2\tau_c}{\hbar^2}\,t,\qquad
\sigma^2\tau_c\equiv\int_0^\infty C(s)\,ds ,
\label{eq:diff}
\end{equation}
up to a constant. Linear growth of a variance is diffusion. A path of length $t\gg\tau_c$ can be cut into many blocks, each much longer than $\tau_c$ and hence nearly independent of the others. Their contributions to $\ln w$ add, and the central limit theorem makes the bulk of the distribution of $\ln w$ Gaussian. The bulk of the weights is therefore log-normal.

For a Gaussian variable $y$ of mean zero and variance $s^2$, completing the square in $qy-y^2/2s^2=-(y-qs^2)^2/2s^2+q^2s^2/2$ gives $\langle e^{qy}\rangle=e^{q^2s^2/2}$. The mean of $\ln w$ cancels in the ratio, so with $s^2=\mathrm{Var}\ln w$
\begin{equation}
\frac{\langle w\rangle^2}{\langle w^2\rangle}=\frac{e^{s^2}}{e^{2s^2}}=e^{-s^2}
\sim e^{-\Gamma_{\rm LN}t},\qquad
\Gamma_{\rm LN}=\frac{2\sigma^2\tau_c}{\hbar^2}.
\label{eq:ln}
\end{equation}
This is the basic estimate: the loss is exponential in projection time, at a rate quadratic in the local-energy fluctuation. An exact trial function has $\sigma=0$ and loses nothing.

\subsection*{Why the log-normal rate is an estimate}

The completed square shows that $\langle w^2\rangle$ comes from $y\approx2s^2$, which is $2s$ standard deviations above the mean. This distance grows as $\sqrt t$, into a tail that the central limit theorem does not control. Waiting longer makes the bulk more Gaussian without making $\Gamma_{\rm LN}$ more accurate.

The true rate follows from the moments. Weighting by $w^q$ replaces $E_L-E_T$ by $q(E_L-E_T)$ in Eq.~\eqref{eq:f}. Undoing the transformation $f=\psi_T\phi$ gives projection with
\begin{equation}
H_q=H-E_T+(q-1)(E_L-E_T),\qquad
\langle w^q\rangle=\langle\psi_T|e^{-H_qt/\hbar}|\psi_T\rangle .
\label{eq:hq}
\end{equation}
If $H_q$ has a discrete lowest level $\hbar\lambda(q)$ whose state overlaps $\psi_T$, then $\langle w^q\rangle\sim e^{-\lambda(q)t}$, and
\begin{equation}
\frac{\langle w\rangle^2}{\langle w^2\rangle}\sim e^{-\Gamma t},\qquad
\Gamma=2\lambda(1)-\lambda(2).
\label{eq:true}
\end{equation}

To compare the two rates, write $\ln\langle w^q\rangle=\sum_n\kappa_nq^n/n!$, where $\kappa_n$ are the cumulants of $\ln w$ and $\kappa_2$ is its variance. Where the series converges,
\begin{equation}
\ln\langle w^2\rangle-2\ln\langle w\rangle=\sum_{n\ge2}\frac{2^n-2}{n!}\kappa_n
=\kappa_2+\kappa_3+\tfrac7{12}\kappa_4+\dots
\label{eq:cum}
\end{equation}
Since $\ln\langle w^q\rangle\simeq-\lambda(q)t$, every $\kappa_n$ grows linearly, at the rate $-\lambda^{(n)}(0)$ when $\lambda$ is smooth at $q=0$. The skewness $\kappa_3/\kappa_2^{3/2}$ then falls as $t^{-1/2}$, while the relative correction $\kappa_3/\kappa_2$ to the decay rate stays constant. It becomes small when the fluctuations are weak, not when $t$ is long. In a system of similar independent parts both cumulants are proportional to the number of parts, which cancels in the ratio, so what counts is the fluctuation of each part, not the total. Weak fluctuation is sufficient but not necessary. For the hydrogen atom with $\psi_T\propto e^{-\alpha r}$ (atomic units), $E_L=-\alpha^2/2+(\alpha-1)/r$, and $H_q$ is again hydrogen-like, with charge $\alpha-q(\alpha-1)$. Then $\lambda(q)$ is quadratic in $q$ while this charge is positive, and $\Gamma=\Gamma_{\rm LN}=(\alpha-1)^2$ for all $\alpha<2$.

\subsection*{A model that can be solved}

Take $M$ independent oscillators of frequency $\omega$, each with the trial function $\psi_T\propto e^{-max^2/2\hbar}$, where $a$ is a slightly wrong frequency. For one mode $\psi_T''/\psi_T=m^2a^2x^2/\hbar^2-ma/\hbar$, so
\begin{equation}
E_L=\frac{\hbar a}2+\frac{m\Delta}2x^2,\qquad \Delta=\omega^2-a^2 .
\end{equation}
In $\psi_T^2$ the coordinate is Gaussian with $\langle x^2\rangle=\hbar/2ma$. A Gaussian variable has $\mathrm{Var}(x^2)=2\langle x^2\rangle^2$, hence
\begin{equation}
\sigma_1^2=\frac{m^2\Delta^2}{4}\,\frac{\hbar^2}{2m^2a^2}=\frac{\hbar^2\Delta^2}{8a^2}.
\end{equation}
The drift is $v=-ax$, so $x(s)=e^{-as}x(0)$ plus independent Gaussian noise. Squaring, the part of $x^2(s)$ correlated with $x^2(0)$ carries the factor $e^{-2as}$. Thus $C(s)=\sigma_1^2e^{-2as}$ and $\tau_c=1/2a$. Equation~\eqref{eq:ln} gives, per mode,
\begin{equation}
\Gamma_{\rm LN,1}=\frac2{\hbar^2}\,\frac{\hbar^2\Delta^2}{8a^2}\,\frac1{2a}
=\frac{(\omega^2-a^2)^2}{8a^3}.
\label{eq:ln1}
\end{equation}

For the true rate set $E_T=0$, which is allowed because $E_T$ cancels. Then
\begin{equation}
H_q=\frac{p^2}{2m}+\frac m2\left[\omega^2+(q-1)\Delta\right]x^2+(q-1)\frac{\hbar a}2 .
\end{equation}
This is an oscillator of frequency $\Omega_q=\sqrt{a^2+q\Delta}$, since $\omega^2-\Delta=a^2$. Its lowest level gives $\lambda(q)=\Omega_q/2+(q-1)a/2$. With $\Omega_1=\omega$ and $\Omega_2=\sqrt{2\omega^2-a^2}$,
\begin{equation}
\Gamma_1=2\lambda(1)-\lambda(2)=\omega-\tfrac12\left[a+\sqrt{2\omega^2-a^2}\right].
\label{eq:true1}
\end{equation}

Differentiating $\lambda$ at $q=0$, where $\Omega_0=a$, gives the cumulant rates
\begin{equation}
\frac{\kappa_2}t\to\frac{\Delta^2}{8a^3},\qquad
\frac{\kappa_3}t\to-\frac{3\Delta^3}{16a^5},\qquad
\frac{\kappa_3}{\kappa_2}\to-\frac{3\Delta}{2a^2}.
\label{eq:k3}
\end{equation}
The first agrees with Eq.~\eqref{eq:ln1}. The last shows when the log-normal rate may be trusted in this model: when $|\omega^2-a^2|\ll a^2$. Its sign has a simple meaning. For $a>\omega$ the local energy falls as a walker moves outward, so excursions produce very large weights and the loss is faster than log-normal. For $a<\omega$ excursions are penalized, and it is slower. At $a=1.05\,\omega$ and $0.95\,\omega$ the ratio $\Gamma_1/\Gamma_{\rm LN,1}$ is 1.16 and 0.86; at $1.30\,\omega$ and $0.80\,\omega$ it is 2.64 and 0.53.

The rate can be tied to the energy error of the trial function. The mean local energy per mode is $\hbar a/2+(m\Delta/2)(\hbar/2ma)=\hbar(a^2+\omega^2)/4a$, which exceeds $\hbar\omega/2$ by $\hbar(a-\omega)^2/4a$. To leading order in $a-\omega$, Eq.~\eqref{eq:ln1} is $(a-\omega)^2/2\omega$. Hence, in this model and for a good trial function,
\begin{equation}
\hbar\Gamma\approx2\left(\langle E_L\rangle-E_0\right),
\label{eq:excess}
\end{equation}
where $E_0$ is the ground-state energy.

\subsection*{When there is no exponential law}

For $a>\sqrt2\,\omega$ the frequency $\Omega_2$ is imaginary: $H_2$ has an inverted parabola as its potential and no lowest level. To see what happens, let $\nu=\sqrt{a^2-2\omega^2}$ and evolve $\psi_T$ under $H_2$ with the trial form $\chi\propto e^{-mb(t)x^2/2\hbar}$, $b(0)=a$. The terms in $x^2$ of $\hbar\partial_t\chi=-H_2\chi$ are
\begin{equation}
-\frac{m\dot b}2=\frac{mb^2}2+\frac{m\nu^2}2
\quad\Rightarrow\quad \dot b=-(b^2+\nu^2),
\end{equation}
with the solution $b=\nu\tan[\arctan(a/\nu)-\nu t]$. The moment $\langle w^2\rangle\propto\int e^{-m(a+b)x^2/2\hbar}dx$ is finite while $a+b>0$. It diverges when $b=-a$, at
\begin{equation}
t_\infty=\frac2\nu\arctan\frac a\nu .
\end{equation}
For $a=1.5\,\omega$ this is $5.0/\omega$. As $a$ approaches $\sqrt2\,\omega$ from above, $\nu\to0$ and $t_\infty\to\infty$. Beyond $t_\infty$ the population value in Eq.~\eqref{eq:ess} is zero, although any finite sample still reports a number between 1 and $N$.

\subsection*{How large is the effect?}

Take $M=40$ modes, $a=0.95\,\omega$ and $N=4000$ walkers. The trial energy is $20.026\,\hbar\omega$ against the exact $20\,\hbar\omega$, so the trial function is good. Per mode $\sigma_1=0.0363\,\hbar\omega$ and $\tau_c=0.526/\omega$, so
\begin{equation}
\Gamma_{\rm LN,1}=2(0.0363)^2(0.526)\,\omega=0.00139\,\omega .
\end{equation}
The third cumulant contributes $-0.000225\,\omega$, and the true rate is $\Gamma_1=0.00119\,\omega$. Weights of independent modes multiply, so the rates add:
\begin{equation}
\Gamma=M\Gamma_1=0.0477\,\omega,\qquad \Gamma_{\rm LN}=0.0554\,\omega .
\end{equation}
Twice the energy excess, Eq.~\eqref{eq:excess}, gives $2\times0.0263\,\omega=0.053\,\omega$, which is close to both.

At finite times, inserting $C=\sigma^2e^{-s/\tau_c}$ in Eq.~\eqref{eq:var} and integrating by parts gives
\begin{equation}
\mathrm{Var}\ln w=\Gamma_{\rm LN}\left[t-\tau_c\left(1-e^{-t/\tau_c}\right)\right].
\label{eq:finite}
\end{equation}
One simulation without branching gave the following values. The last column is the population value for this model, computed by diagonalization.
\begin{center}
\begin{tabular}{rccccc}
$\omega t$ & Var $\ln w$ & Eq.~\eqref{eq:finite} & skewness & ESS$/N$ & population\\
1 & 0.031 & 0.031 & $-0.40$ & 0.972 & 0.972\\
10 & 0.53 & 0.53 & $-0.29$ & 0.65 & 0.63\\
20 & 1.04 & 1.08 & $-0.14$ & 0.43 & 0.39\\
50 & 2.75 & 2.74 & $-0.11$ & 0.10 & 0.094\\
100 & 5.4 & 5.5 & $-0.06$ & 0.006 & 0.009
\end{tabular}
\end{center}
The variance grows linearly after the first few correlation times, and the skewness fades. By $t=100/\omega$ the 4000 walkers are worth a few tens.

\subsection*{What more walkers buy}

Ignoring the prefactor of the exponential, the population ESS $Ne^{-M\Gamma_1t}$ reaches one walker at
\begin{equation}
t_1=\frac{\ln N}{M\Gamma_1}=\frac{8.294}{0.0477\,\omega}\approx\frac{174}\omega .
\label{eq:life}
\end{equation}
For $\hbar\omega=0.1$~eV, where $1/\omega=6.58$~fs, this is about 1.1~ps of imaginary time. The lifetime grows with the logarithm of the population and shrinks as the inverse of the system size. Conversely, keeping a fixed ESS requires $N\propto e^{M\Gamma_1t}$. The proportionality to $M$ is derived here for independent modes. It carries over to $\Gamma_{\rm LN}$ whenever the local energy is a sum of similar parts correlated over a short range, because $\int_0^\infty C\,ds$ is then proportional to the number of parts.

The measured ESS gives a late warning. Among $N$ Gaussian values of standard deviation $s$, the largest lies, for very large $N$, near $s\sqrt{2\ln N}$ above the mean, where the Gaussian factor has fallen to $e^{-\ln N}=1/N$. For $N=4000$ this gives $4.07s$, while the median of the largest value is $3.6s$, so the limits that follow are rough and somewhat optimistic. The sum of $w^2$ needs values near $2s^2$, so it can be sampled well only if
\begin{equation}
2s^2<s\sqrt{2\ln N}\quad\Longleftrightarrow\quad s^2<\tfrac12\ln N .
\end{equation}
The sum of $w$ needs only values near $s^2$, and the same estimate puts its limit at $s^2=2\ln N$. The denominator of the ESS is therefore underestimated first, and the ESS typically reads too high. For 4000 log-normal weights, the median measured ESS exceeds the population value by a factor 1.02 at $s^2=\frac18\ln N$, about 2.2 at $\frac12\ln N$ and roughly 26 at $\ln N$. In the last case the population ESS is one, yet the sample typically reports some 26. In the example $s^2=\frac12\ln N$ is reached at $t\approx75/\omega$, but its $\ln w$ is skewed toward small weights, so the upper tail is shorter than log-normal and the bias sets in later. The paths that dominate $\langle w^2\rangle$ have probability of order $e^{-M[\lambda(2)-\lambda(0)-2\lambda'(2)]t}$, which reaches $1/N$ at $t\approx91/\omega$, and the median measured ESS exceeds the population value by a factor of about 1.6 at $t=75/\omega$ and 2.5 at $100/\omega$. A single run may still fall below it, as the last row of the table shows; at $t=100/\omega$ this happens in about one run in eight.

\subsection*{Is the projection finished in time?}

The energy obtained by averaging $E_L$ with the weights is $\langle\psi_T|He^{-Ht/\hbar}|\psi_T\rangle/\langle\psi_T|e^{-Ht/\hbar}|\psi_T\rangle$. For each mode $\psi_T$ is even, so the lowest excited state it contains lies $2\hbar\omega$ above the ground state, and the energy error decays as $e^{-2\omega t}$ at late times. At $t_p=3/\omega$ a fraction 0.0025 of the initial error is left. In the 40-mode example this comes long before the weights collapse, and branching is not needed to reach it.

The number of modes for which the population ESS has fallen to one at $t_p$ is
\begin{equation}
M_1\approx\frac{\ln N}{\Gamma_1t_p}=\frac{8.294}{0.00119\times3}\approx2300 .
\end{equation}
This uses the long-time rate at a short time. By Eq.~\eqref{eq:finite} the variance at $t_p$ is smaller than $\Gamma_{\rm LN}t_p$ by a fraction of about $\tau_c/t_p=0.18$. The true exponent has a similar constant offset. For 40 modes the population value at $t=10/\omega$ is 0.6343, so $-\ln0.6343=0.4552$ falls short of $\Gamma t=0.4767$ by 0.0215. At $t_p$ the exponent is then $0.1430-0.0215=0.1215$, and the limit is $40\times8.294/0.1215\approx2700$ modes, about 18\% above the estimate. A usable calculation must stay well below it, since an ESS of one is no statistics at all. The limit also depends strongly on the trial function, because $\Gamma_1$ is, to leading order, quadratic in the frequency error $a-\omega$ (and so linear in the energy error).

Resampling the walkers in proportion to their weights, and then setting all weights equal, restarts the growth of $\mathrm{Var}\ln w$ from zero. Done every $5/\omega$ in the example, it kept ESS$/N$ near 0.8 at each resampling up to $t=40/\omega$ (the lowest value in one run was 0.799), where the unbranched run had dropped to 0.19 and its population value to 0.15. This number measures only the spread of the weights. Copies of one walker share their past, so equal weights do not imply $N$ independent samples.

\subsection*{How far the answer reaches}

The general estimate $\Gamma\approx2\sigma^2\tau_c/\hbar^2$ does not rely on a quadratic local energy. In units $\hbar=m=\omega=1$, add $gx^4$ to one oscillator and keep the Gaussian that is exact at $g=0$. The true rate divided by the estimate is then 0.955, 0.977 and 0.988 for $g=0.002$, 0.001 and 0.0005: the discrepancy halves with $g$, as a correction of relative order $\kappa_3/\kappa_2$ should. The numerical check that accompanies this text tests this case, the oscillator rates and the divergence time. The derivation assumes a positive trial function throughout; trial functions with nodes, as in many-electron calculations, are not treated here.

\section*{Computed results}
\begin{verbatim}
modes M = 40, walkers N = 4000, ln N = 8.294
trial frequency a = 0.95 omega, time step = 0.1 /omega
mean local energy, all modes = 20.0263 hbar omega
exact ground energy, all modes = 20.0000 hbar omega
sigma, one mode = 0.03629 hbar omega
sigma, all modes = 0.2295 hbar omega
correlation time tau_c = 0.5263 /omega
log-normal rate, one mode = 0.001386 omega
true rate, one mode = 0.001192 omega
third-cumulant rate, one mode = -0.000225 omega
log-normal rate, all modes = 0.05544 omega
true rate, all modes = 0.04767 omega
t (1/omega): Var ln w sampled, formula; skewness; ESS/N sampled, population
    1: 0.0306, 0.0306; -0.397; 0.9719, 0.9719
    5: 0.2543, 0.2480; -0.353; 0.8069, 0.8050
   10: 0.5318, 0.5252; -0.287; 0.6468, 0.6343
   20: 1.0417, 1.0796; -0.137; 0.4285, 0.3938
   40: 2.1393, 2.1883; -0.110; 0.1910, 0.1518
   50: 2.7468, 2.7427; -0.106; 0.1012, 0.0942
  100: 5.4217, 5.5146; -0.061; 0.0060, 0.0087
skewness formula at t = 100 /omega: -0.069
largest gap to Gaussian distribution, t = 100: 0.0160
resampled every 5 /omega to t = 40: lowest ESS/N = 0.799
a/omega: log-normal rate (omega), true rate (omega), true/log-normal
  0.80: 0.031641, 0.016905, 0.534
  0.95: 0.001386, 0.001192, 0.860
  1.05: 0.001134, 0.001318, 1.161
  1.30: 0.027088, 0.071612, 2.644
quartic test, correlation rate / g^2 = 5.2500 omega
  g = 0.0020: true rate / correlation rate = 0.9548
  g = 0.0010: true rate / correlation rate = 0.9768
  g = 0.0005: true rate / correlation rate = 0.9883
a = 1.5 omega: <w^2> diverges at t = 4.996 /omega
  path eigenvalue there (one expected) = 1.00002
Var ln w / ln N: median sampled ESS over population ESS
  0.125: 1.02
  0.500: 2.18
  1.000: 26.52
time when Var ln w = (ln N)/2: 74.8 /omega
time when population ESS = 1: 174.0 /omega
energy excess at t = 0: 0.02632 hbar omega
excess left at t = 3 /omega: 0.00248 of the start
modes with population ESS = 1 at t = 3 /omega: 2320
for hbar omega = 0.1 eV: 1/omega = 6.5821 fs
  true rate, all modes = 0.007243 /fs
  time when population ESS = 1: 1145 fs
\end{verbatim}
